# Kink-length fluctuations of a step with a corner energy

## The decision: one kink energy or two

To calculate a step's stiffness from its kink energies, one must decide whether the kinks are described by one energy or two. A kink twice as long costs more edge, but it still has just two corners. If the corners carry energy, leaving it out while keeping the energy per unit length changes the mean-square kink length, and with it the step stiffness. The size of the change depends on how full of kinks the step already is. In the example below, dropping the corner energy while keeping everything else fixed raises the mean-square kink length from 2.50 to 4.13 square units and lowers the stiffness by the same factor, 1.65.

## The model and its conventions

Let a step run, on average, along a close-packed direction. Divide this direction into columns of spacing $a$. In column $i$ the edge has height $x_i$, an integer in units of length $b$. The jump between neighbouring columns is

$$n_i=x_i-x_{i-1},\qquad n_i=0,\pm1,\pm2,\ldots$$

A nonzero jump is a kink of length $|n_i|$. Its energy is

$$E(0)=0,\qquad E(n)=e|n|+C\quad(n\neq0),$$

with $e>0$. Here $C$ belongs to the whole kink: if an energy is quoted per corner, $C$ is twice that value. It may have either sign. Define

$$z=e^{-e/kT},\qquad c=e^{-C/kT}.$$

Then $0<z<1$, which makes all sums below converge, while $c$ is any positive number.

The assumptions are these. The height is single-valued, so there are no overhangs. Different jumps do not interact. Neighbouring steps exert no influence. The step is in equilibrium and has no imposed tilt. The result is

$$\boxed{\langle n^2\rangle=\frac{2cz(1+z)}{(1-z)^2(1-z+2cz)}}$$

in units of $b^2$. The average includes the columns without a kink; averaging over kinks alone gives a different quantity, found below.

## Why one column is enough

Fix $x_0$ and let the other end of an $N$-column step be free. Each set of heights corresponds to one set of jumps, and each set of jumps to one set of heights. The energy is $\sum_iE(n_i)$, so the Boltzmann factor is a product:

$$e^{-\sum_iE(n_i)/kT}=\prod_{i=1}^{N}e^{-E(n_i)/kT}.$$

The jumps are therefore independent, each with the distribution

$$P(0)=\frac1Z,\qquad P(n)=\frac{c\,z^{|n|}}{Z}\quad(n\neq0).$$

The sum over one jump fixes $Z$. Positive and negative jumps contribute equally, which gives the factor 2:

$$Z=1+2c\sum_{n=1}^{\infty}z^n
=1+\frac{2cz}{1-z}
=\frac{1-z+2cz}{1-z}.$$

## The second moment

Start from the geometric series and apply $z\,d/dz$, which multiplies each term $z^n$ by $n$:

$$\sum_{n\ge1}z^n=\frac{z}{1-z},$$

$$\sum_{n\ge1}nz^n=z\,\frac{(1-z)+z}{(1-z)^2}=\frac{z}{(1-z)^2}.$$

A second application gives

$$\sum_{n\ge1}n^2z^n
=z\left[\frac1{(1-z)^2}+\frac{2z}{(1-z)^3}\right]
=\frac{z(1+z)}{(1-z)^3},$$

because $(1-z)+2z=1+z$. The jump $n=0$ contributes nothing to the second moment, so

$$\langle n^2\rangle=\frac{2c}{Z}\,\frac{z(1+z)}{(1-z)^3}
=2c\,\frac{1-z}{1-z+2cz}\,\frac{z(1+z)}{(1-z)^3}.$$

Cancelling one factor $1-z$ gives the boxed result.

## What the corner energy changes

The fraction of columns that contain a kink is

$$p=1-P(0)=1-\frac{1-z}{1-z+2cz}=\frac{2cz}{1-z+2cz}.$$

The result therefore splits into two factors:

$$\langle n^2\rangle=p\,m_2,\qquad m_2=\frac{1+z}{(1-z)^2}.$$

The second factor is the mean-square length of the kinks present. Given that a kink exists, its length $\ell\ge1$ has probability $z^\ell/\sum_{j\ge1}z^j=(1-z)z^{\ell-1}$, from which $c$ has cancelled. The mean length is

$$L=\frac{1-z}{z}\,\frac{z}{(1-z)^2}=\frac1{1-z}.$$

Thus, at a given temperature, $C$ affects only the number of kinks, while $e$ affects both their number and the distribution of their lengths.

This separation also shows how to obtain the two energies from a count of kink lengths. For $n\ge1$,

$$\ln\frac{P(n)}{P(0)}=-\frac{C+en}{kT}.$$

Plotted against $n$, this is a straight line of slope $-e/kT$ and intercept $-C/kT$. Here $P(n)$ refers to jumps of one sign; if up and down kinks of the same length are counted together, the count must first be halved. One value of $\langle n^2\rangle$ at one temperature cannot supply both. The line is exact only for an isolated step; neighbouring steps bend it, as sized below.

## Limits

**No corner energy.** For $C=0$, $c=1$ and $1-z+2z=1+z$, which cancels the numerator:

$$\langle n^2\rangle=\frac{2z}{(1-z)^2}
=\frac{2}{(z^{-1/2}-z^{1/2})^2}
=\frac1{2\sinh^2(e/2kT)}.$$

The last step uses $z^{-1/2}-z^{1/2}=2\sinh(e/2kT)$.

**Costly corners.** If $2cz\ll1-z$, kinks are rare and

$$\langle n^2\rangle\simeq\frac{2cz(1+z)}{(1-z)^3}.$$

If also $z\ll1$, this becomes $2cz=2e^{-(e+C)/kT}$. The fluctuation is then thermally activated, with the energy of the shortest kink.

**Favoured corners.** If $C$ is so negative that $2cz\gg1-z$, nearly every column has a kink, $p\to1$, and $\langle n^2\rangle\to m_2$. Making $C$ more negative then has hardly any further effect.

**Cheap edge.** If $e\ll kT$ and $e/kT\ll2c$, then $1-z\simeq e/kT$ and $1-z+2cz\simeq2c$. Hence

$$\langle n^2\rangle\simeq\frac{4c}{(e/kT)^2\,2c}=2\left(\frac{kT}{e}\right)^2.$$

The corner energy drops out at leading order, again because nearly every column has a kink. At $e\to0$ the length diverges, since nothing then limits it.

## Sensitivity to the corner energy

Only $p$ depends on $C$. Differentiating it,

$$c\frac{dp}{dc}=\frac{2cz(1-z)}{(1-z+2cz)^2}=p(1-p).$$

Since $dc/dC=-c/kT$ and $m_2$ is fixed,

$$\frac{d\langle n^2\rangle}{dC}=-\frac{(1-p)\langle n^2\rangle}{kT}.$$

The factor $1-p$ expresses saturation: a step already full of kinks responds weakly to $C$.

## From kink length to stiffness

Positive and negative jumps are equally likely, so $\langle n_i\rangle=0$. Independence then gives $\langle n_in_j\rangle=0$ for $i\ne j$, and

$$\langle(x_N-x_0)^2\rangle=\sum_{i,j}\langle n_in_j\rangle=N\langle n^2\rangle.$$

Over a distance $y=Na$, the mean-square displacement in length units is $b^2\langle n^2\rangle y/a$.

For large $N$ the central limit theorem makes the distribution of the displacement $X=b(x_N-x_0)$ Gaussian at small slope $X/y$. The free energy of holding the ends at displacement $X$, measured from $X=0$, is therefore

$$\Delta F=-kT\ln\frac{P_N(X)}{P_N(0)}=\frac{kT\,X^2}{2Nb^2\langle n^2\rangle}.$$

The stiffness $\tilde\beta$ is defined by $\Delta F=\tfrac12\tilde\beta X^2/y$. Equating the two and using $y/N=a$ gives

$$\tilde\beta=\frac{kT\,a}{b^2\langle n^2\rangle}.$$

This agrees with the definition through the step free energy per length $\gamma(\theta)$. A straight step at angle $\theta$ has length $y/\cos\theta$, and the second-order part of $\gamma(\theta)/\cos\theta$ at $\theta=0$ is $\tfrac12(\gamma+\gamma'')\theta^2$. Hence $\tilde\beta=\gamma+\gamma''$.

## Worked example

Take $T=850$ K, $e=0.05$ eV per unit, $C=0.08$ eV per kink and $a=b=0.77$ nm. These are rough values typical of the rougher of the two kinds of single-layer step on Si(001), annealed without a growth flux. With $kT=0.07325$ eV,

$$z=e^{-0.05/0.07325}=0.5053,\qquad c=e^{-0.08/0.07325}=0.3355.$$

Then $2cz=0.339$ and $1-z=0.495$, so

$$p=\frac{0.339}{0.495+0.339}=0.407,\qquad m_2=\frac{1.5053}{(0.4947)^2}=6.15,$$

$$\langle n^2\rangle=0.4066\times6.1507=2.50.$$

In length units this is $2.50\times(0.77\ \text{nm})^2=1.48\ \text{nm}^2$, an rms jump of 1.2 nm per column. About four columns in ten hold a kink, and the kinks present have a mean length of two units.

As a test of the factorization, the Boltzmann weights of all three-column steps with heights within 45 units of the start were summed explicitly. One third of the mean-square end displacement came out as 2.5011, equal to the formula's value to the digits printed.

The stiffness is

$$\tilde\beta=\frac{0.07325\times0.77}{1.483}=0.038\ \text{eV/nm}.$$

The curvature of the free energy of long steps, computed from the distribution of their end displacement at 400 and 800 columns and extrapolated in length, gives the same 0.038 eV/nm. An isolated step would wander by $\sqrt{1.483\times100/0.77}=13.9$ nm rms over 100 nm.

**Reading the result with one energy.** Suppose $\langle n^2\rangle=2.50$ is interpreted with $C=0$. Inverting the hyperbolic-sine formula gives

$$e_{\rm app}=2kT\,\mathrm{arsinh}\frac1{\sqrt{2\langle n^2\rangle}}=0.0635\ \text{eV},$$

which is 27% above the true $e$. Nor is this apparent energy constant. At fixed $e$ and $C$, $\langle n^2\rangle$ is 1.67 at 750 K and 3.49 at 950 K. The same inversion, with $kT$ scaled in proportion to $T$, gives about 0.068 and 0.061 eV. A one-energy fit made at one temperature therefore does not carry over to another.

**Uncertainty of $C$.** The derivative is $-0.5934\times2.501/0.07325=-20.3$ square units per eV. Lowering $C$ by 0.02 eV gives $\langle n^2\rangle=2.91$, and raising it by 0.02 eV gives 2.11: changes of $+17\%$ and $-16\%$ relative to 2.50.

## Neighbouring steps

Let the smoother steps on either side be straight walls at a distance $w=20$ units, or 15.4 nm. Free wandering reaches this distance, in the rms sense, after $y=w^2a/\langle n^2\rangle=400\times0.77/2.50=123$ nm.

With a position-dependent energy $V(x)$ per column, define the symmetric matrix

$$M(x,x')=e^{-[V(x)+V(x')]/2kT}\,e^{-E(x-x')/kT}.$$

The weight of a long step is a product of such matrices, dominated by the largest eigenvalue $\lambda$ and its normalized eigenvector $\psi$. The probability of neighbouring heights $x,x'$ is then $\psi(x)M(x,x')\psi(x')/\lambda$, from which $\langle(x-x')^2\rangle$ follows. With walls and $V=0$, $\langle n^2\rangle$ falls to 2.36, or by 6%. The rms position about the middle is 5.8 nm.

Surface stress adds a long-ranged repulsion. Let all rough steps move together by $x$ from the midpoints between fixed smooth steps, which lie at odd multiples of $w$. If each pair of unlike steps has energy $-\Lambda\ln(\text{distance})$ per length, the change per rough step is

$$-\Lambda\sum_{k=0}^{\infty}\ln\left[1-\frac{x^2}{(2k+1)^2w^2}\right]
=-\Lambda\ln\cos\frac{\pi x}{2w},$$

by the product formula for the cosine. Distances between like steps do not change. Using this energy, times $a$, as $V(x)$ for a single fluctuating step is an approximation, since its like neighbours do not follow each local excursion. With a rough $\Lambda=0.05$ eV/nm, $\langle n^2\rangle$ becomes 2.03, which is 19% below the isolated value, and the rms position shrinks to 2.7 nm. If the like neighbours are instead held fixed at their mean positions, their attraction softens the potential, and the values are 2.10 (16% below) and 3.0 nm.

The effect on wandering is much larger. A free step would reach 2.7 nm rms after $2.69^2\times0.77/1.483\simeq4$ nm, about five columns. The free-step figure of 13.9 nm over 100 nm therefore does not apply to this array of steps.

Confinement also suppresses long kinks more than short ones, so it biases energies read from a count of kink lengths. With the log-cosine potential and $\Lambda=0.05$ eV/nm, an unweighted straight-line fit of $\ln[P(n)/P(0)]$ over $n=1$ to 4 returns $e\approx0.054$ and $C\approx0.076$ eV, and over $n=1$ to 8 returns 0.057 and 0.068 eV, against the true 0.050 and 0.080 eV.

## Kinks in adjacent columns

With $p=0.41$, kinks often sit side by side, so their independence needs examination. Add a trial energy $J$ whenever adjacent jumps have opposite signs. The wandering per column is now

$$D=\langle n_0^2\rangle+2\sum_{k\ge1}\langle n_0n_k\rangle,$$

which no longer equals $\langle n^2\rangle$. A transfer matrix between successive jumps gives:

- $J=+0.02$ eV: $\langle n^2\rangle=2.36$ ($-5.7\%$), $D=2.52$ ($+0.8\%$).
- $J=-0.02$ eV: $\langle n^2\rangle=2.69$ ($+7.7\%$), $D=2.48$ ($-0.7\%$).

The near-constancy of $D$ follows from first order in $j=J/kT$. Let $\theta=1$ for an adjacent pair of opposite kinks and 0 otherwise; each pair adds a factor $1-j\theta$. In the independent step $\langle\theta\rangle=p^2/2$ and $\langle n_0^2\theta\rangle=\langle n^2\rangle p/2$. A column belongs to two pairs, so

$$\delta\langle n^2\rangle=-2j\left[\frac{\langle n^2\rangle p}{2}-\frac{\langle n^2\rangle p^2}{2}\right]=-jp^2(1-p)m_2,$$

using $\langle n^2\rangle=pm_2$. For opposite kinks $n_0n_1$ is negative, with $\langle n_0n_1\theta\rangle=-p^2L^2/2$. Hence $2\langle n_0n_1\rangle=+jp^2L^2$; more distant correlations vanish at this order. Adding the two parts,

$$\delta D=jp^2\left[L^2-(1-p)m_2\right].$$

Here $L^2=4.09$ and $(1-p)m_2=3.65$, so the terms nearly cancel. Repulsion between opposite kinks makes kinks rarer but favours neighbours of the same sign, whose displacements add. The cancellation belongs to these numbers and is not a general rule.

## Overhangs

In the lowest overhang, the edge crosses one column three times. This costs two extra edge units of energy $e_p$ and requires two nonzero vertical segments in the same direction, of lengths $n_1,n_2\ge1$. Their weights are $cz^{n_1}$ and $cz^{n_2}$. A total length $n=n_1+n_2$ can be divided in $n-1$ ways, and the segments may go up or down. To first order in $g=e^{-2e_p/kT}$, the added mean square per column is

$$2gc^2\sum_{n\ge2}(n-1)n^2z^n.$$

For a rough $e_p=0.20$ eV, $g=0.0042$ and the addition is 0.020 square units, or 0.8% of $\langle n^2\rangle$. This is a size estimate: it omits the exclusion between the overhang and adjoining kinks.

## The model beside Si(001)

On Si(001), single-layer steps alternate between a smoother and a rougher kind, which is why straight neighbours are a reasonable first picture. The energies used here are rough typical values, not a computed surface. A spacing of 15.4 nm corresponds to a miscut of roughly half a degree. With the trial values used here, the assumption broken most strongly is that of an isolated step: the trial repulsion lowers $\langle n^2\rangle$ by 16 to 19%, depending on how the like neighbours are treated, comparable with the effect of a 0.02 eV error in $C$. The ranking depends on those trial values: $J=-0.05$ eV would raise $\langle n^2\rangle$ by about 25%, while changing $D$ by only about 1%, and halving $\Lambda$ reduces the elastic shift to 12 to 14%. These shifts were computed separately and should not simply be added.

Three further restrictions have not been sized. A miscut turned away from the close-packed direction forces in kinks of one sign, so the step no longer has zero mean tilt. A growth flux can drive the kink population away from equilibrium, and then Boltzmann weights no longer apply. Vibrations can make $e$ and $C$ temperature-dependent free energies; the formula still holds at each temperature with those values, but the temperature trend quoted above, taken at fixed $e$ and $C$, would change. Further digits for most of the quoted values are in the numerical output below.

## Numbers as computed

```
largest relative error, formula vs sum: 1.1e-15
T = 850 K, kT = 0.07325 eV
e = 0.050 eV per unit, C = 0.080 eV per kink
column spacing a = 0.77 nm, kink unit b = 0.77 nm
z = 0.5053, c = 0.3355 (no unit)
partition sum per column Z = 1.6853
fraction of columns with a kink p = 0.4066
mean length of kinks present = 2.0214 units
mean-square length of kinks present = 6.1507 units^2
mean-square kink length <n^2> = 2.5011 units^2
the same in length squared = 1.4829 nm^2
rms jump per column = 1.2177 nm
three-column enumeration / 3 = 2.5011 units^2
stiffness, formula = 0.03803 eV/nm
stiffness, long-step free energy = 0.03803 eV/nm
rms wandering over 100 nm = 13.88 nm
<n^2> with C = 0: 4.1293 units^2
apparent e if C is ignored = 0.0635 eV per unit
d<n^2>/dC = -20.26 units^2/eV
<n^2> at 750 K = 1.6715 units^2
<n^2> at 850 K = 2.5011 units^2
<n^2> at 950 K = 3.4865 units^2
C shifted by -0.02 eV: <n^2> = 2.9143 units^2, change +16.5 %
C shifted by +0.02 eV: <n^2> = 2.1083 units^2, change -15.7 %
neighbour distance = 20 units = 15.4 nm
free wandering reaches it after 123 nm
walls only: <n^2> = 2.3563 units^2, change -5.79 %
walls only: rms step position = 5.84 nm
elastic strength Lambda = 0.05 eV/nm
walls + elastic: <n^2> = 2.0301 units^2, change -18.83 %
walls + elastic: rms step position = 2.69 nm
trial energy of adjacent opposite kinks = +-0.02 eV
repulsive: <n^2> = 2.3590 units^2, change -5.7 %
repulsive: wandering per column = 2.5224 units^2, change +0.8 %
attractive: <n^2> = 2.6936 units^2, change +7.7 %
attractive: wandering per column = 2.4842 units^2, change -0.7 %
edge energy per column e_p = 0.20 eV, g = 0.00425
overhang addition = 0.0204 units^2, 0.82 %
```
